# Scaling Collapse and Mean-Field Exponents of a Second-Order Ferroelectric

A ferroelectric crystal between electrodes is held at a series of temperatures near its Curie point $T_c$, and its polarization $P$ is recorded as a function of the field $E$. Well above $T_c$ the curves are straight lines through the origin. At $T_c$ the curve rises steeply and bends over. Below $T_c$ the polarization stays finite as the field is reduced to zero. Each temperature seems to have a law of its own. The question is whether these curves are pieces of one function, seen at different magnifications, and what fixes the magnifications.

In Landau theory the answer is yes. Let

$$t=\frac{T-T_c}{T_c}$$

be the reduced temperature. For $E>0$, near a continuous transition,

$$P=P_E\,g(z),\qquad P_E=\left(\frac{E}{b}\right)^{1/3},\qquad z=\frac{t}{t_E},\qquad t_E=\frac{bP_E^2}{A},\tag{1}$$

where $A$ and $b$ are positive material constants and $g(z)$ is the positive root of

$$g^3+zg=1.\tag{2}$$

Since $t_E\propto E^{2/3}$, this is the scaling form

$$P=E^{1/\delta}\,G\!\left(\frac{t}{E^{1/(\beta\delta)}}\right),\qquad \beta=\tfrac12,\quad \delta=3.\tag{3}$$

The exponents are defined by $P_s\propto|t|^{\beta}$ for the spontaneous polarization, $\chi\propto|t|^{-\gamma}$ for the zero-field susceptibility, and $E\propto P^{\delta}$ at $T_c$. The value of $\gamma$ will be 1.

Throughout, the crystal is uniform, in a single domain, and polarized along one axis. $E$ is the macroscopic field inside it, and $P$ is the equilibrium order-parameter polarization. The susceptibility is the isothermal one, $\chi=\varepsilon_0^{-1}\,\partial P/\partial E$ at constant $T$; any background permittivity is a separate addition to the dielectric response.

## First derivation: solving the quartic model

Take the free-energy density

$$F=\frac{a_0}{2}(T-T_c)P^2+\frac b4P^4-EP,\qquad a_0,b>0,\tag{4}$$

with constant $a_0$ and $b$, and write $A=a_0T_c$, so that $a_0(T-T_c)=At$. Setting $\partial F/\partial P=0$ gives the equation of state

$$E=AtP+bP^3.\tag{5}$$

**Which root is the equilibrium.** A cubic can have three real roots, so the stable one must be identified. Let $E>0$. The first two terms of $F$ are even in $P$, hence for $P>0$

$$F(-P)-F(P)=2EP>0.$$

Every negative polarization therefore has a higher free energy than its positive mirror image, and the global minimum lies at $P>0$. There, (5) can be divided by $P$:

$$\frac EP-bP^2=At.$$

The left side falls steadily from $+\infty$ to $-\infty$ as $P$ grows from zero, so it takes the value $At$ once. There is one positive root, and it is the equilibrium state. For $E<0$ the symmetry of $F$ gives $P(-E)=-P(E)$.

**Removing the constants.** At $t=0$, (5) gives $P=(E/b)^{1/3}$. This is the natural unit of polarization, $P_E$, and it satisfies $bP_E^3=E$. Put $P=P_Eg$ in (5) and divide by $E$:

$$1=\frac{AtP_E}{bP_E^3}\,g+\frac{bP_E^3}{bP_E^3}\,g^3=\frac{At}{bP_E^2}\,g+g^3.$$

The coefficient of $g$ is $t/t_E=z$, which proves (1) and (2). No term was dropped, so within model (4) the collapse is exact, at any field and on both sides of $T_c$.

The variable $z$ compares two stiffnesses. The numerator $At$ is the linear stiffness due to the distance from $T_c$; the denominator $bP_E^2$ is the nonlinear stiffness due to the polarization that the field induces. For $|z|\ll1$ the field dominates, and for $|z|\gg1$ the temperature does.

**The function in closed form.** Let $r=\sqrt{|z|/3}$, so that $|z|=3r^2$, and let $q=1/(2r^3)$. For $z>0$ set $g=2r\sinh\theta$. Then

$$g^3+zg=8r^3\sinh^3\theta+6r^3\sinh\theta=2r^3\sinh3\theta,$$

and (2) requires $\sinh3\theta=q$. For $z<0$ set $g=2r\cosh\theta$, which gives

$$g^3-|z|g=8r^3\cosh^3\theta-6r^3\cosh\theta=2r^3\cosh3\theta=1.$$

This has a real $\theta$ if $q\ge1$, that is, if $|z|\le3/2^{2/3}$. Beyond that value the same identity with $\cos$ in place of $\cosh$ applies. Hence

$$g=\begin{cases}2r\sinh\!\left(\tfrac13\operatorname{arsinh}q\right), & z>0,\\[2pt] 1, & z=0,\\[2pt] 2r\cosh\!\left(\tfrac13\operatorname{arcosh}q\right), & -3/2^{2/3}\le z<0,\\[2pt] 2r\cos\!\left(\tfrac13\arccos q\right), & z<-3/2^{2/3}.\end{cases}\tag{6}$$

The change of formula is not a change of physics. The derivative of the left side of (2) with respect to $g$ is $3g^2+z$, and (2) gives $z=1/g-g^2$, so

$$3g^2+z=2g^2+\frac1g>0.$$

By the implicit function theorem $g(z)$ is smooth for all real $z$, including $z=0$. In a nonzero field the equilibrium polarization passes through $T_c$ without a singularity.

**The critical isotherm.** At $z=0$, $g=1$ and $E=bP^3$. Thus $\delta=3$.

**The ordered side.** For $z\to-\infty$ the leading balance in (2) is $g^2=|z|$. Write $g=\sqrt{|z|}+d$ and expand:

$$|z|^{3/2}+3|z|d+3\sqrt{|z|}\,d^2+d^3-|z|^{3/2}-|z|d=1.$$

The leading terms cancel, and to first order in $d$ we have $2|z|d=1$. Therefore

$$g=\sqrt{|z|}+\frac1{2|z|}+\dots$$

To restore units, use $P_E\sqrt{|z|}=\sqrt{A|t|/b}$ and $P_E/|z|=bP_E^3/(A|t|)=E/(A|t|)$:

$$P=\sqrt{\frac{A|t|}{b}}+\frac{E}{2A|t|}+\dots\tag{7}$$

The first term is the spontaneous polarization $P_s$, so $\beta=1/2$. The second is the linear response about it.

**The disordered side.** For $z\to+\infty$, write (2) as $g=1/(z+g^2)$. The first approximation is $g=1/z$; inserting it on the right gives

$$g=\frac1{z+1/z^2}=\frac1z-\frac1{z^4}+\dots,\qquad P=\frac{E}{At}+\dots\tag{8}$$

From (7) and (8), the zero-field susceptibilities are

$$\chi_+=\frac1{\varepsilon_0At},\qquad \chi_-=\frac1{2\varepsilon_0A|t|}.\tag{9}$$

Both diverge with $\gamma=1$, and at equal distances from $T_c$ their ratio is 2. The factor can be traced to the stiffness $\partial E/\partial P=At+3bP^2$. Above $T_c$ it is $At$ at $P=0$. Below, $bP_s^2=A|t|$ turns it into $-A|t|+3A|t|=2A|t|$.

In a finite field the same derivative gives

$$\frac{\partial P}{\partial E}=\frac1{At+3bP^2}=\frac1{bP_E^2(z+3g^2)}=\frac{P_E}{E}\,\frac1{z+3g^2},\tag{10}$$

so the differential susceptibility also collapses, once multiplied by $E/P_E$.

**The same collapse with temperature as the unit.** Data can also be scaled by powers of $|t|$. Let $P_t=\sqrt{A|t|/b}$, $p=P/P_t$ and $e=E/(A|t|P_t)$. Dividing (5) by $A|t|P_t=bP_t^3$ gives

$$e=\pm p+p^3,\tag{11}$$

with the upper sign above $T_c$ and the lower sign below. Here $p\propto P/|t|^{1/2}$ and $e\propto E/|t|^{3/2}$. The two branches are not two independent functions. Dividing (2) by $|z|^{3/2}$ reproduces (11) with $p=g/|z|^{1/2}$ and $e=1/|z|^{3/2}$. The split arises because the unit $P_t$ vanishes at $T_c$; with $P_E$ as the unit, one smooth curve remains.

## Second derivation: symmetry and smoothness near $T_c$

The first derivation relied on a particular polynomial. Now suppose that the free energy is unknown, apart from three properties.

1. Reversing $P$ leaves the zero-field free energy unchanged, and this energy is a smooth function of $P^2$ and $t$ near $P=0$, $t=0$.
2. The transition is continuous: at $T_c$ and $E=0$ the sole global minimum is at $P=0$, and the equilibrium $P$ tends to zero as $E$ and $t$ do.
3. The leading coefficients defined below are positive.

The derivative of an even function is odd, so the equation of state has the form

$$E=P\,\Phi(u,t),\qquad u=P^2,\tag{12}$$

with smooth $\Phi$. The value $\Phi(0,0)$ is the linear stiffness at $T_c$. If it were negative, $P=0$ would be a maximum of the free energy at $T_c$, against property 2. If it were positive, $\Phi$ would be positive throughout a neighbourhood of the origin, so the zero-field equilibrium would stay at $P=0$ on both sides of $T_c$ and there would be no transition. Hence $\Phi(0,0)=0$. Let $A=\partial\Phi/\partial t>0$ and $b=\partial\Phi/\partial u>0$ at the origin. Taylor's theorem gives

$$\Phi=At+bu+R,\qquad |R|\le K(t^2+u^2)\tag{13}$$

in some neighbourhood of the origin, with a constant $K$; a mixed term $ut$ is covered because $|ut|\le(u^2+t^2)/2$.

**The limit of small field.** Keep $z$ fixed and let $E\to0^+$. Use the units of (1), $P=P_Ep$ and $t=t_Ez$. Dividing (12) by $E=bP_E^3$ gives

$$1=p^3+zp+\rho p,\qquad |\rho|=\frac{|R|}{bP_E^2}\le\frac{KP_E^2}{b}\left(\frac{b^2z^2}{A^2}+p^4\right).\tag{14}$$

The correction vanishes with $P_E^2$, provided that $p$ stays bounded. To see that it does, note that $P\to0$ by property 2, so eventually $KP^2\le b/2$. Then $KP^4\le bP^2/2$, and (12) and (13) imply

$$E\ge P\left(\tfrac12bP^2-A|t|-Kt^2\right).$$

Here $P>0$, by the mirror-image argument of the first derivation, which needs nothing but evenness. Division by $bP_E^3$ yields

$$1\ge p\left(\tfrac12p^2-|z|-\frac{KbP_E^2z^2}{A^2}\right).$$

A $p$ growing without limit would violate this inequality. So $p$ is bounded and $\rho\to0$. Any limiting value of $p$ must then be a non-negative solution of $p^3+zp=1$. There is one such solution, $g(z)$. Hence

$$\frac{P}{P_E}\to g(z)\qquad\text{as }E\to0^+\text{ at fixed }z.\tag{15}$$

This is the same collapse, now as a limiting law for every free energy with the three properties.

**The exponents without the cubic.** They follow from (12) and (13) directly. At $t=0$, $E=bP^3+O(P^5)$, so $\delta=3$. At $E=0$ below $T_c$, $\Phi=0$ gives $P_s^2=A|t|/b+O(t^2)$, so $\beta=1/2$. Differentiating (12),

$$\frac{\partial E}{\partial P}=\Phi+2u\frac{\partial\Phi}{\partial u}.$$

Above $T_c$, at $u=0$, this is $At+O(t^2)$. Below $T_c$, where $\Phi=0$, it is $2P_s^2\,\partial\Phi/\partial u=2A|t|+O(t^2)$. Both give $\gamma=1$, and the amplitude ratio 2 returns.

**No other exponents collapse the curves.** Suppose that the leading equation of state could be written as $E=P^\delta h(t/P^{1/\beta})$. At $t=0$ it reads $bP^3=P^\delta h(0)$, which forces $\delta=3$. Then

$$h\!\left(\frac{t}{P^{1/\beta}}\right)=\frac{E}{P^3}=b+A\frac{t}{P^2}.$$

Hold $x=t/P^{1/\beta}$ at a nonzero value while $P$ varies. The left side is constant, and the right side is $b+Ax\,P^{1/\beta-2}$. Hence $1/\beta=2$.

The third exponent is not independent. If (3) holds and $P$ is linear in a small field above $T_c$, then $G(x)\propto x^{-k}$ at large $x$, and $P\propto E^{1/\delta+k/(\beta\delta)}\,t^{-k}$. Linearity in $E$ requires $1+k/\beta=\delta$, so $\gamma=k=\beta(\delta-1)$. With $\beta=1/2$ and $\delta=3$ this is 1.

## What each derivation assumes

The first derivation assumes more about the free energy and obtains more. It requires the quartic form with constant coefficients, and in return the collapse holds at all fields and temperatures of the model. The second permits higher powers of $P$, a curved temperature dependence of the linear stiffness, and a temperature-dependent $b$. Its collapse is a limit, with corrections of relative order $P_E^2\propto E^{2/3}$ at fixed $z$.

A sixth-order term shows how the two fit together. Add $cP^6/6$ to (4), with $c>0$. Equation (2) becomes

$$p^3+zp+\kappa p^5=1,\qquad \kappa=\frac{cP_E^2}{b}.\tag{16}$$

Put $p=g+\eta$ and keep first order in $\kappa$ and $\eta$. Then $(3g^2+z)\eta+\kappa g^5=0$, and the relative change of the polarization is

$$\frac{\eta}{g}=-\frac{\kappa g^4}{z+3g^2}.\tag{17}$$

It is negative because the extra term stiffens the crystal. Since $\kappa$ depends on $E$, curves at different fields no longer coincide exactly, but at fixed $z$ the mismatch disappears as the field is lowered. At a fixed temperature below $T_c$ it does not: there $|z|$ grows as the field falls, and the sixth-order term keeps its finite effect on $P_s$.

Both derivations assume $b>0$. If $b=0$ and $c>0$, a tricritical point, the leading equation is $E=AtP+cP^5$. At $t=0$ it gives $\delta=5$; at $E=0$ it gives $P_s^4=A|t|/c$, so $\beta=1/4$; above $T_c$ the stiffness is still $At$, so $\gamma=1$. A collapse survives, with other exponents and another function. If $b<0$ the transition in this type of model is discontinuous and property 2 fails.

Both derivations also assume a free energy that is smooth at the critical point. Landau theory secures this by leaving out the effect of fluctuations. Where fluctuations make the free energy singular, (13) is not available, and the values $1/2$, 1 and 3 are no longer guaranteed. In a uniaxial ferroelectric the long-range dipolar forces weaken the fluctuations enough that these powers survive, but close to $T_c$ they are multiplied by logarithms, so the pure scaling form (3) holds only approximately there. The relation $\gamma=\beta(\delta-1)$ needs less: it used the scaling form and linear response alone.

Finally, both describe equilibrium. For $z<-3/2^{2/3}$ equation (2) has two further real roots, both negative. The one of larger magnitude is a local minimum of the free energy, the other a local maximum. A crystal that has not yet switched after a field reversal may sit in that metastable minimum, and its polarization is then not given by $g$.

## A numerical case

Choose round model parameters, not tied to any material: $T_c=320$ K, $a_0=4\times10^7\ \mathrm{J\,m\,C^{-2}\,K^{-1}}$ and $b=8\times10^{11}\ \mathrm{J\,m^5\,C^{-4}}$. At $E=1.0\times10^5$ V/m,

$$P_E=\left(\frac{1.0\times10^5}{8\times10^{11}}\right)^{1/3}=0.0050\ \mathrm{C/m^2},$$

$$T_ct_E=\frac{bP_E^2}{a_0}=\frac{2.0\times10^7}{4\times10^7}\ \mathrm K=0.50\ \mathrm K.$$

A field 27 times larger, $2.7\times10^6$ V/m, makes $P_E$ three times larger, 0.0150 C/m², and the temperature width nine times larger, 4.5 K. Direct minimization of (4) at these two fields gives:

| $z$ | $T$ (K), low field | $P$ (C/m²) | $T$ (K), high field | $P$ (C/m²) | $P/P_E$ |
|---|---|---|---|---|---|
| −4 | 318.0 | 0.0106 | 302.0 | 0.0317 | 2.115 |
| −1 | 319.5 | 0.0066 | 315.5 | 0.0199 | 1.325 |
| 0 | 320.0 | 0.0050 | 320.0 | 0.0150 | 1.000 |
| 2 | 321.0 | 0.0023 | 329.0 | 0.0068 | 0.453 |

The last column is the same for both fields and agrees with (6). The row $z=2$ can be checked by hand: $0.453^3+2\times0.453=0.093+0.906=0.999$, which is 1 within rounding. Over 81 minimized states the largest deviation from $g$, relative to $g$, was $2\times10^{-8}$.

The collapse is sensitive to the exponents. For three fields, $1.0\times10^5$, $8.0\times10^5$ and $2.7\times10^6$ V/m, take the range of the scaled polarizations at a common scaled temperature, divided by their mean, and keep the largest value over the four scaled temperatures. With $\beta=1/2$ and $\delta=3$ it is of order $10^{-8}$. For trial exponents the four scaled temperatures are chosen to match the $z$ values of the table at the lowest field. Changing $\beta$ to 0.4 then raises the spread to 0.48, and changing $\delta$ to 4 instead raises it to 0.59. These two figures depend on that choice: matched at the highest field they are 0.35 and 0.71.

Five kelvin below $T_c$, the spontaneous polarization is

$$P_s=\sqrt{\frac{4\times10^7\times5}{8\times10^{11}}}=0.0158\ \mathrm{C/m^2}=1.58\ \mathrm{\mu C/cm^2}.$$

The Curie constant $1/(\varepsilon_0a_0)$ is 2823.5 K. Five kelvin above $T_c$ the zero-field susceptibility is therefore $2823.5/5\approx565$, and five kelvin below it is half of that, 282. These are isothermal values. A measurement too fast for heat exchange holds the entropy fixed, which adds $Ta_0^2P_s^2/C_P$ to the stiffness below $T_c$, with $C_P$ the heat capacity per volume at fixed $P$. For $C_P=2.5\times10^6\ \mathrm{J\,m^{-3}\,K^{-1}}$ the value below $T_c$ drops to 251 and the ratio rises to 2.25. At $T_c$ itself a field keeps the response finite: (10) with $z=0$ and $g=1$ gives $\chi=P_E/(3\varepsilon_0E)\approx1882$ at $1.0\times10^5$ V/m.

With a sixth-order coefficient $c=4\times10^{14}\ \mathrm{J\,m^9\,C^{-6}}$, $\kappa$ is 0.0125 at the lowest field and 0.1125 at the highest. Minimization at $T_c$ shows that the polarization changes by −0.41% and −3.28%, relative to the quartic model. Equation (17) reduces to $-\kappa/3$ there and predicts −0.42% and −3.75%. The first-order estimate is good at the low field and too large in size at the high one. Carrying (16) at $z=0$ to second order gives $p=1-\kappa/3+4\kappa^2/9$, whose positive last term brings the high-field estimate to −3.19%. Below $T_c$ the sixth-order term matters more. At $z=-4$ the polarization changes by −2.4% at the low field and −13.9% at the high one, where (17) gives −2.7% and −23.9%. At a fixed five kelvin below $T_c$ the change tends to −5.2%, not to zero, as the field is removed.

## Computed results

```
Curie point Tc = 320.0 K
a0 = 4.000e+07 J m C^-2 K^-1
b = 8.000e+11 J m^5 C^-4
Curie constant 1/(eps0 a0) = 2823.5 K
Field scales: E (V/m), P_E (C/m^2), width Tc*t_E (K), t_E (1)
  1.00e+05  0.00500  0.500  1.5625e-03
  8.00e+05  0.01000  2.000  6.2500e-03
  2.70e+06  0.01500  4.500  1.4063e-02
Minimized states: z (1), E (V/m), T (K), P (C/m^2), P/P_E (1)
  -4.0  1.00e+05  318.00  0.010575  2.11491
  -4.0  8.00e+05  312.00  0.021149  2.11491
  -4.0  2.70e+06  302.00  0.031724  2.11491
  -1.0  1.00e+05  319.50  0.006624  1.32472
  -1.0  8.00e+05  318.00  0.013247  1.32472
  -1.0  2.70e+06  315.50  0.019871  1.32472
  +0.0  1.00e+05  320.00  0.005000  1.00000
  +0.0  8.00e+05  320.00  0.010000  1.00000
  +0.0  2.70e+06  320.00  0.015000  1.00000
  +2.0  1.00e+05  321.00  0.002267  0.45340
  +2.0  8.00e+05  324.00  0.004534  0.45340
  +2.0  2.70e+06  329.00  0.006801  0.45340
Closed form: z (1), g(z) (1)
  -4.0  2.11491
  -1.0  1.32472
  +0.0  1.00000
  +2.0  0.45340
Largest relative collapse error, 81 states = 1.8e-08
Measured beta = 0.50000
Measured gamma above Tc = 1.00000
Measured gamma below Tc = 1.00000
Measured delta = 3.00000
Relative spread, beta 0.5, delta 3: 1.5e-08
Relative spread, beta 0.4, delta 3: 0.478
Relative spread, beta 0.5, delta 4: 0.589
Spontaneous P at Tc - 5 K = 0.01581 C/m^2
Zero-field chi at Tc + 5 K = 564.7 (1)
Zero-field chi at Tc - 5 K = 282.4 (1)
Ratio of the two chi = 2.000 (1)
Differential chi at Tc, E = 1.0e+05 V/m: 1882.3 (1)
Sextic coefficient c = 4.000e+14 J m^9 C^-6
Sextic effect at Tc: E (V/m), kappa (1), shift of P (percent)
  1.00e+05  0.0125  -0.410
  8.00e+05  0.0500  -1.565
  2.70e+06  0.1125  -3.280
```
